# The triple-dipole coefficient $C_9$ and the Midzuno-Kihara relation, part 2

Three neutral ground-state atoms A, B, C interact through their dipoles $\mathbf d$, without overlap, exchange or retardation. We study their non-additive third-order energy $E_3$ and how well its coefficient $C_9$ follows from the static polarizability $\alpha$ and the pair coefficient $C_6$ (pair energy $-C_6/R^6$).

Rydberg atomic units are used: $\hbar=1$, $e^2=2$, $m_e=\tfrac12$, $4\pi\varepsilon_0=1$, lengths in bohr, energies and frequencies in Ry.

The perturbation of $H_0$ is $V=V_{AB}+V_{BC}+V_{CA}$, with $V_{AB}=-d^A_iT^{AB}_{ij}d^B_j$, $T^{AB}_{ij}=(3n_in_j-\delta_{ij})/R_{AB}^3$ and $\mathbf n$ the unit vector along the bond. Since $\langle\mathbf d\rangle=0$, $E_3=\langle0|VGVGV|0\rangle$ with $G=\sum_{m\ne0}|m\rangle\langle m|/(E_m-E_0)$, and only the six orderings of the three bonds are non-additive.

A level $a$ has excitation energy $\omega_a$ (also written $a$), projector $P_a$ and $S^{(a)}_{ij}=\langle0|d_iP_ad_j|0\rangle$. For atoms, $S=\mathcal RS\mathcal R^T$ for every rotation matrix $\mathcal R$, so $S^{(a)}_{ij}=s_a\delta_{ij}$. The oscillator strengths $f_a=\omega_a|\langle0|z|a\rangle|^2=s_a\omega_a/2$ sum to the number of electrons.

$A,B,C$ also denote the interior angles ($\theta_X$ at atom X), $P=\cos A\cos B\cos C$ and $\Pi=(a+b)(b+c)(c+a)$. Earlier results:

$$\mathrm{tr}(T^{AB}T^{BC}T^{CA})=-\frac{3(1+3P)}{(R_{AB}R_{BC}R_{CA})^3}.\tag{3}$$

$$E_3=C_9\,\frac{1+3\cos A\cos B\cos C}{(R_{AB}R_{BC}R_{CA})^3},\qquad C_9=12\sum_{abc}s_as_bs_c\frac{a+b+c}{(a+b)(b+c)(c+a)}>0.\tag{4}$$

$$C_9=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,\alpha_C(i\omega)\,d\omega,\tag{6}$$

Likewise $C_6=(3/\pi)\int_0^\infty\alpha_A\alpha_B\,d\omega$. One-pole atoms, $\alpha_X(i\omega)=\alpha_X\,\omega_X^2/(\omega_X^2+\omega^2)$, with frequencies $a,b,c$ have

$$C_6^{AB}=\frac32\,\alpha_A\alpha_B\,\frac{ab}{a+b},\qquad C_9=\frac32\,\alpha_A\alpha_B\alpha_C\,\frac{abc\,(a+b+c)}{(a+b)(b+c)(c+a)},\tag{7}$$

$$\frac{C_9}{\alpha_C\,C_6^{AB}}=\frac{c(a+b+c)}{(b+c)(c+a)}=1-\frac{ab}{(b+c)(c+a)}.\tag{9}$$

Three identical ones, of frequency $\omega_0$, obey the Midzuno-Kihara relation:

$$C_6=\frac34\alpha^2\omega_0,\qquad C_9=\frac9{16}\alpha^3\omega_0=\frac34\,\alpha\,C_6.\tag{8}$$

Section 1 showed frustration: three dipoles perpendicular to the plane of an equilateral triangle cannot all be mutually antiparallel, which costs energy.

### Test on coupled oscillators

An isotropic harmonic oscillator of charge $q$, mass $m$ and frequency $\omega_0$ is an exact one-pole atom, and three of them coupled by $V$ can be solved without perturbation theory. A static field displaces the charge by $qF/m\omega_0^2$, so $\alpha=q^2/m\omega_0^2$. In the coordinate $\boldsymbol\xi=\sqrt m\,\mathbf x$ the dipole is $\mathbf d=\omega_0\sqrt\alpha\,\boldsymbol\xi$. It connects the ground state only to the one-quantum level, with $|\langle1|\xi_z|0\rangle|^2=1/2\omega_0$, so $s=\alpha\omega_0/2$ as required. The potential energy of the nine coordinates is $\tfrac12\xi^TD\,\xi$ with $D=\omega_0^2(1-\alpha\mathcal T)$, where $\mathcal T$ is the $9\times9$ matrix with blocks $T^{XY}$ off the diagonal and zero blocks on it. The ground energy is half the sum of the mode frequencies. With $\sqrt{1-x}=1-\frac x2-\frac{x^2}8-\frac{x^3}{16}-\frac{5x^4}{128}-\dots$,

$$E=\frac{\omega_0}2\mathrm{Tr}\sqrt{1-\alpha\mathcal T}=\frac92\omega_0-\frac{\omega_0\alpha^2}{16}\mathrm{Tr}\,\mathcal T^2-\frac{\omega_0\alpha^3}{32}\mathrm{Tr}\,\mathcal T^3-\frac{5\omega_0\alpha^4}{256}\mathrm{Tr}\,\mathcal T^4-\dots$$

$\mathrm{Tr}\,\mathcal T^n$ is a sum over closed walks of $n$ steps between the sites. Each pair gives two walks of length 2, together $12/R^6$, and $12/16=3/4$ reproduces $C_6$. There are six walks of length 3 (three starting points, two directions), each with the trace (3), and $18/32=9/16$ reproduces $C_9$ with its sign.

The next term shows what $C_9$ leaves out. In a closed walk $X_0X_1X_2X_3$ on three sites, either $X_0=X_2$, or else $X_1$ and $X_3$ must both be the third site. So every walk that visits all three atoms passes twice through one centre, and for a given centre X with partners Y, Z there are four such walks (XYXZ, XZXY, YXZX, ZXYX). Each has the trace $\mathrm{tr}[(3\mathbf{nn}+1)(3\mathbf n'\mathbf n'+1)]=9\cos^2\theta_X+3+3+3$ over $R_{XY}^6R_{XZ}^6$. The non-additive fourth-order energy of the oscillators is

$$E_4=-\frac{45}{64}\,\alpha^4\omega_0\sum_X\frac{1+\cos^2\theta_X}{R_{XY}^6R_{XZ}^6},\tag{10}$$

negative in every geometry and of relative order $\alpha/R^3$. The coefficient, and with it the sign, belongs to the oscillator model; in a real atom the fourth order also depends on matrix elements between excited states.

## 7. Many poles: an upper bound

A real atom has many levels, $\alpha(i\omega)=\sum_i\alpha_i\omega_i^2/(\omega_i^2+\omega^2)$ with static weights $\alpha_i=2s_i/\omega_i>0$ and $\alpha=\sum_i\alpha_i$. For three identical atoms $C_6$ and $C_9$ are sums of the one-pole formulas (7) over all pairs and triples of levels. Write $a,b,c$ for $\omega_i,\omega_j,\omega_k$. The product $\alpha C_6=\frac32\sum_{ijk}\alpha_i\alpha_j\alpha_k\,ab/(a+b)$ is unchanged by renaming the indices, so the fraction may be replaced by the mean of its three versions. With $\frac34\cdot\frac13=\frac14$,

$$\frac34\alpha C_6-C_9=\frac32\sum_{ijk}\alpha_i\alpha_j\alpha_k\,\Delta,\qquad\Delta=\frac14\Big[\frac{ab}{a+b}+\frac{bc}{b+c}+\frac{ca}{c+a}\Big]-\frac{abc\,\sigma}{\Pi},$$

where now $\sigma=a+b+c$. Over the denominator $\Pi$ the first fraction has numerator $ab(b+c)(c+a)=ab(ab+c\sigma)=a^2b^2+abc\,\sigma$, and similarly for the others. Then

$$4\Pi\Delta=a^2b^2+b^2c^2+c^2a^2+3abc\,\sigma-4abc\,\sigma=a^2b^2+b^2c^2+c^2a^2-abc\,\sigma .$$

Expanding $(ab-bc)^2+(bc-ca)^2+(ca-ab)^2$ gives $2(a^2b^2+b^2c^2+c^2a^2)-2(ab^2c+abc^2+a^2bc)$, twice the same expression. Hence

$$\Delta=\frac{b^2(a-c)^2+c^2(b-a)^2+a^2(c-b)^2}{8\,\Pi}\ge0,\qquad C_9\le\frac34\,\alpha\,C_6.\tag{11}$$

Equality needs $a=b=c$ for every triple with weight, that is a single pole. For small differences of the excitation energies the error is quadratic in them, and levels enter with the weights $\alpha_i=4f_i/\omega_i^2$. With the true $\alpha$ and $C_6$ the relation is therefore an overestimate, and a close one when the levels that carry $\alpha$ lie near one another in energy. A small share of $\alpha$ far away in energy still counts. If a fraction $\epsilon$ sits at $\Omega\gg\omega_0$ and the rest at $\omega_0$, (11) gives $\Delta\to\omega_0/8$ for the three triples $(\omega_0,\omega_0,\Omega)$ and $\Delta\to\Omega/8$ for the three triples $(\omega_0,\Omega,\Omega)$, so the relative error is of order $\epsilon+\epsilon^2\Omega/\omega_0$ while this is small. For hydrogen, section 9 finds $C_9$ below $\frac34\alpha C_6$ by about 1.3% of $\frac34\alpha C_6$.

## 8. Anisotropic molecules, and where the result stops

For a closed-shell molecule held at a fixed orientation, with no permanent dipole, the selection of the six orderings in section 3 as the only non-additive terms used only $\langle\mathbf d\rangle=0$ and stands. The pair terms $V_{AB}^3$ were removed by parity and can survive for molecules without a centre of inversion; they are additive, and $E_3$ below means the non-additive part. $S_{ij}$ is no longer a multiple of $\delta_{ij}$. Without magnetic fields the wavefunctions can be chosen real, the matrix elements of $d_i$ are then real and symmetric, and $S_{ij}=S_{ji}$. The six numerators are again equal, now $-\mathrm{tr}(S^{(a)}T^{AB}S^{(b)}T^{BC}S^{(c)}T^{CA})$, and the frequency integral goes through term by term. With the tensor $\boldsymbol\alpha(i\omega)=\sum_a2S^{(a)}\omega_a/(\omega_a^2+\omega^2)$,

$$E_3=-\frac1\pi\int_0^\infty\mathrm{tr}\,(\boldsymbol\alpha_AT^{AB}\boldsymbol\alpha_BT^{BC}\boldsymbol\alpha_CT^{CA})\,d\omega.\tag{12}$$

This is linear in each tensor. A uniform average of $\mathcal R\boldsymbol\alpha\mathcal R^T$ over rotations is itself invariant under rotations, hence a multiple of the unit matrix by the argument of section 3, and it keeps the trace. Independent uniform averages over the three orientations therefore return (4) and (6) with $\bar\alpha=\frac13\mathrm{tr}\,\boldsymbol\alpha$. A thermal average, in which the orientations are correlated, does not. Such molecules may also have permanent quadrupoles, whose electrostatic and induction energies are separate from (12). The induction energy is itself non-additive: the quadrupole fields of A and C, each of order $R^{-4}$, polarize B and give the cross term $-\mathbf F_A\cdot\boldsymbol\alpha_B(0)\,\mathbf F_C$ of order $R^{-8}$, which at fixed orientations falls more slowly than (12).

The result fails or needs additions in four situations. Atoms whose ground term has nonzero orbital angular momentum have, when spin-orbit coupling is neglected, an orbitally degenerate ground level, which calls for degenerate perturbation theory, with a polarizability that depends on the magnetic sublevel. At short range, overlap and exchange spoil the multipole expansion and (4) must be damped. At distances comparable to $c/\omega_0$, roughly a few hundred bohr for $\omega_0$ near 1 Ry, retardation changes the power law. And at intermediate distances there are further terms: for atoms, third-order terms with a dipole-quadrupole coupling on two of the bonds, of order $R^{-11}$, and fourth-order dipole terms like (10), of order $R^{-12}$. In a molecule without a centre of inversion a level can be reached by a dipole and left by a quadrupole, so one dipole-quadrupole bond suffices and at fixed orientation the first correction can already be of order $R^{-10}$.

## 9. Worked numbers

### A one-pole site

Choose $\alpha=28$ bohr$^3$ and $\omega_0=1$ Ry as model inputs, and a nearest distance $R=8$ bohr. Then $f=\alpha\omega_0^2/4=7$, $s=\alpha\omega_0/2=14$ Ry bohr$^3$ and $|\langle0|z|a\rangle|^2=s/e^2=7$ bohr$^2$. The coefficients are

$$C_6=\tfrac34\cdot28^2\cdot1=588\ \text{Ry bohr}^6,\qquad C_9=\tfrac34\cdot28\cdot588=12348\ \text{Ry bohr}^9,$$

and $C_9$ is 6174 in Hartree units.

For the equilateral triangle $P=1/8$, the angular factor is 1.375 and $(R_{AB}R_{BC}R_{CA})^3=8^9=1.34218\times10^8$ bohr$^9$, so $E_3=12348\times1.375/(1.34218\times10^8)=1.26500\times10^{-4}$ Ry $=1.7211$ meV. The pair energy is $-3\times588/8^6=-6.72913\times10^{-3}$ Ry $=-91.554$ meV. The ratio follows from (8) without $C_6$: $\frac34\alpha\cdot\frac{11}8/(3R^3)=11\alpha/32R^3=0.0188$.

For the right isosceles triangle with sides $R,R,\sqrt2R$, $P=0$ and the factor is 1, so $E_3=12348/(3.79625\times10^8)=3.25268\times10^{-5}$ Ry, beside a pair energy $-(2+\frac18)\,588/8^6=-4.76646\times10^{-3}$ Ry. For the linear trimer with distances $R,R,2R$ the factor is $-2$, so $E_3=-2\times12348/(1.07374\times10^9)=-2.29999\times10^{-5}$ Ry, beside $-(2+\frac1{64})\,588/8^6=-4.52113\times10^{-3}$ Ry.

| shape | $E_3$ (meV) | pair (meV) | $E_3/\lvert\text{pair}\rvert$ |
|---|---|---|---|
| equilateral | 1.7211 | −91.554 | 0.0188 |
| right | 0.44255 | −64.851 | 0.0068 |
| linear | −0.31293 | −61.513 | −0.0051 |

The two compact shapes are repulsive and the line is attractive. In a line, head-to-tail dipoles satisfy all three bonds at once, the opposite of the frustration of section 1. For an isosceles triangle with apex angle $\theta$ the base angles are $(\pi-\theta)/2$, with cosine $\sin(\theta/2)$, so $P=\cos\theta\,(1-\cos\theta)/2$. Setting $1+3P=0$ gives $3\cos^2\theta-3\cos\theta-2=0$, whose root in $[-1,1]$ is $\cos\theta=\frac12(1-\sqrt{11/3})=-0.457427$, or $\theta=117.22^\circ$. A triangle without an obtuse angle has $P\ge0$ and is repulsive. For a general triangle with obtuse angle $\theta$ and other angles $B\ge C$, $\cos B\cos C=\frac12[\cos(B-C)-\cos\theta]$ with $0\le B-C<\pi-\theta$, so $P$ lies between the isosceles value and $-\cos^2\theta$. Every triangle whose largest angle is below $117.22^\circ$ is therefore repulsive, and every one whose largest angle is above $\arccos(-1/\sqrt3)=125.26^\circ$ is attractive; between these angles the sign depends on the other two.

The exact oscillator model shows that at this distance $E_3$ is not the whole non-additive dipole energy. Defined as the trimer energy minus the three dimer energies plus the three monomer energies, the all-order value is $1.05244\times10^{-4}$ Ry (equilateral), $2.40995\times10^{-5}$ Ry (right) and $-3.67190\times10^{-5}$ Ry (linear). Divided by $E_3$ these are about 0.83, 0.74 and 1.60. All three lie below $E_3$, in agreement with the sign of the leading correction (10), and the shifts are large although $\alpha/R^3=28/512$ is small. Equation (10) accounts for the size. For the equilateral triangle the sum over centres is $3\cdot\frac54/R^{12}$ and $E_4/E_3=-\frac{45}{64}\cdot\frac{15}4\big/\big(\frac9{16}\cdot\frac{11}8\big)\,\alpha/R^3=-\frac{75}{22}\,\alpha/R^3$, about $-0.19$. For the line the sum is $(2+2\cdot\frac2{64})/R^{12}=\frac{33}{16}/R^{12}$ while $E_3=-\frac9{64}\alpha^3\omega_0/R^9$, so $E_4/E_3=+\frac{165}{16}\,\alpha/R^3$, about $0.56$. These two estimates are evaluated by hand from the inputs; they predict ratios of 0.81 and 1.56, and higher orders supply the rest. The ratio to $E_3$ grows without bound near the apex angle $117.22^\circ$, where $E_3$ vanishes. Of the three shapes in the table the line suffers most, because $E_3$ must use the long bond $2R$, whereas the walk through the central atom uses only the two short ones.

### An anisotropic variant

Choose principal polarizabilities 36, 26, 22 bohr$^3$ with frequencies 0.9, 1.0, 1.15 Ry. The mean is $(36+26+22)/3=28$ bohr$^3$, and $\bar\alpha(i\omega)$ has three poles. Quadrature gives $C_6=582.978$ Ry bohr$^6$ and $C_9=12212.6$ Ry bohr$^9$, while $\frac34\times28\times582.978=12242.5$ Ry bohr$^9$. The ratio is 0.997556, below 1 as (11) requires, and close to 1 because the frequencies are close together.

### Atomic hydrogen

Hydrogen has infinitely many poles and a continuum. Its radial Hamiltonian is $-d^2/dr^2+l(l+1)/r^2-2/r$, with ground energy $-1$ Ry and ground function $2re^{-r}$. Diagonalizing the $l=1$ problem in 24 functions of the form $r^2e^{-r}\times$ polynomial replaces the p spectrum by 24 pseudo-states. The lowest excitation comes out as 0.75 Ry, the 1s→2p value, and $\alpha=4.5$ bohr$^3$. The integrals give $C_6=12.9981$ Ry bohr$^6$ and $C_9=43.2849$ Ry bohr$^9$. The Midzuno-Kihara value is $\frac34\times4.5\times12.9981=43.8684$ Ry bohr$^9$, and the ratio of the true value to it is 0.986699.

The single pole that reproduces both $\alpha$ and $C_6$ has $\omega_H=4C_6/3\alpha^2=4\times12.9981/(3\times4.5^2)=0.855839$ Ry, not far above the first excitation. For two of the sites above and one H atom, (9) with $a=b=1$ Ry and $c=\omega_H$ gives

$$C_9=4.5\times588\times\Big[1-\frac1{(1+0.855839)^2}\Big]=1877.74\ \text{Ry bohr}^9,$$

and (6) with the full hydrogen polarizability gives 1869.93 Ry bohr$^9$. The one-pole value is again slightly high, though (11) was proved only for three identical atoms.

## 10. What the numerical check tests

The numerical check verifies symbolically the sum over the six orderings, the identity for $\Delta$ and the one-pole integrals, and it checks the three-factor contour integrals by quadrature and the trace (3) on random triangles. Its central test uses three different model atoms, each with an s ground state, two p levels and an excited s state coupled to both p levels, 512 product states in all. Quadrature of (6) gives $C_9=22.0036$ Ry bohr$^9$; with the angular factor 1.34183 and $(R_{AB}R_{BC}R_{CA})^3=1.07327\times10^7$ bohr$^9$ equation (4) gives $2.7509447\times10^{-6}$ Ry. The explicit matrix product $\langle0|VGVGV|0\rangle$, and the cubic term extracted from the part odd in $\lambda$ of the lowest eigenvalue of $H_0+\lambda V$, give the same eight digits, which also confirms that the excited s state plays no role at this order. The odd part vanishes when one or two of the bonds are removed. The cubic term of the normal-mode energy of coupled oscillators tests the $C_9$ formulas in (7) and (8) and the tensor formula (12), and an average over the 24 rotations of the cube for each molecule, which contain the rotations used in section 3, tests the reduction to $\bar\alpha$. For hydrogen the program checks the sum rule, the convergence in basis size, the sum (4) against the integral (6), and the triple sum over $\Delta$ against the gap in (11). Equation (10) is not tested separately.

## Numbers as computed

```
1 Ry = 13605.7 meV
model atoms: C9 by quadrature = 22.0036 Ry bohr^9
model atoms: angular factor = 1.34183
model atoms: (R_AB R_BC R_CA)^3 = 1.07327e+07 bohr^9
model atoms: E3 formula = 2.7509447e-06 Ry
model atoms: E3 third-order sum = 2.7509447e-06 Ry
model atoms: E3 diagonalization = 2.7509447e-06 Ry
input alpha = 28 bohr^3
input omega0 = 1 Ry
input R = 8 bohr
oscillator strength f = alpha w0^2/4 = 7
s = alpha w0/2 = 14 Ry bohr^3
|<0|z|a>|^2 = s/e^2 = 7 bohr^2
C6 = 588 Ry bohr^6
C9 = 12348 Ry bohr^9
C9 in Hartree units = 6174 Ha bohr^9
equilateral: angular factor = 1.375, (RRR)^3 = 1.34218e+08 bohr^9
equilateral: E3 = 1.26500e-04 Ry = 1.7211 meV
equilateral: pair C6 energy = -6.72913e-03 Ry = -91.554 meV
equilateral: E3/|pair| = 0.018799
equilateral: all-order oscillator non-additive = 1.05244e-04 Ry
right: angular factor = 1, (RRR)^3 = 3.79625e+08 bohr^9
right: E3 = 3.25268e-05 Ry = 0.44255 meV
right: pair C6 energy = -4.76646e-03 Ry = -64.851 meV
right: E3/|pair| = 0.0068241
right: all-order oscillator non-additive = 2.40995e-05 Ry
linear: angular factor = -2, (RRR)^3 = 1.07374e+09 bohr^9
linear: E3 = -2.29999e-05 Ry = -0.31293 meV
linear: pair C6 energy = -4.52113e-03 Ry = -61.513 meV
linear: E3/|pair| = -0.0050872
linear: all-order oscillator non-additive = -3.67190e-05 Ry
11 alpha/(32 R^3) = 0.0187988
sign change: cos(apex) = -0.457427, apex = 117.22 deg
anisotropic input alpha = 36, 26, 22 bohr^3; omega = 0.9, 1.0, 1.15 Ry
anisotropic: mean alpha = 28 bohr^3
anisotropic: C6 = 582.978 Ry bohr^6
anisotropic: C9 = 12212.6 Ry bohr^9
anisotropic: (3/4) alpha C6 = 12242.5 Ry bohr^9
anisotropic: C9/bound = 0.997556
H (24 p pseudo-states): lowest excitation = 0.75 Ry
H: alpha = 4.5 bohr^3
H: C6 = 12.9981 Ry bohr^6
H: C9 = 43.2849 Ry bohr^9
H: (3/4) alpha C6 = 43.8684 Ry bohr^9
H: C9/bound = 0.986699
H: one-pole omega = 4 C6/(3 alpha^2) = 0.855839 Ry
site-site-H: C9, one-pole H = 1877.74 Ry bohr^9
site-site-H: C9, full H = 1869.93 Ry bohr^9
```
